# Transient heating of an end-cooled filament and its slowest thermal rate, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The theorem for ideal end sinks

### Definitions and conventions

A straight conducting filament occupies $0\le x\le L$ and has constant cross-section $A$. Its temperature is taken to be uniform across each section, so that it depends on $x$ and on the time $t$. The rise above the fixed sink temperature is $\theta(x,t)$, in kelvin. Subscripts $x$ and $t$ on a function of both variables denote partial derivatives.

The thermal conductivity is $k$, the heat capacity per volume is $C$, and the diffusivity is $D=k/C$. The electrical resistivity is $\rho$ and the current density is $j$. The heat produced per volume and time is $q$. The current is switched on at $t=0$ and held constant. A decay rate $\lambda$ belongs to a factor $e^{-\lambda t}$; it is not an oscillation frequency, and no factor $2\pi$ is hidden in it.

The assumptions are as follows.

1. Heat flows by Fourier's law: the flux in the direction of increasing $x$ is $-k\theta_x$.
2. $k$, $C$ and $\rho$ are constants, independent of position and temperature.
3. Both ends stay at the sink temperature, so $\theta(0,t)=\theta(L,t)=0$.
4. No heat leaves through the side of the filament.
5. The filament starts at the sink temperature, so $\theta(x,0)=0$.

A solution means a function that is continuous for $0\le x\le L$, $t\ge0$, whose derivatives $\theta_t$, $\theta_x$ and $\theta_{xx}$ are continuous for $0\le x\le L$, $t>0$. The time $t=0$ is left out of the second requirement for a reason: the interior begins to warm at a finite rate while the ends do not warm at all, so $\theta_t$ has a jump at the two corners $x=0,L$, $t=0$.

### Theorem

Under these assumptions the temperature rise is

$$
\theta(x,t)=\frac{q}{2k}x(L-x)-\frac{4qL^2}{\pi^3k}\sum_{n\ \mathrm{odd}}\frac{1}{n^3}\sin\frac{n\pi x}{L}\,e^{-n^2\pi^2Dt/L^2},\tag{1}
$$

and there is no other solution. Every deviation from the steady state, whatever its initial shape, has a root-mean-square size that falls at least as fast as $e^{-\lambda_1t}$, where

$$
\lambda_1=\frac{\pi^2D}{L^2}.\tag{2}
$$

This rate is attained by the first sine, and the deviation in (1) contains that sine. Hence $\lambda_1$ is the slowest thermal rate of the filament, and it governs the late stage of heating from rest.

The proof uses five lemmas.

### Lemma 1: the heat equation

*The temperature rise obeys $C\theta_t=k\theta_{xx}+q$ with $q=\rho j^2$.*

**Proof.** Take a slice between $x$ and $x+\Delta x$. It carries the current $I=jA$ and has resistance $\rho\Delta x/A$. Its Joule power is therefore

$$
I^2\frac{\rho\Delta x}{A}=j^2A^2\frac{\rho\Delta x}{A}=\rho j^2A\Delta x .
$$

Dividing by the volume $A\Delta x$ gives $q=\rho j^2$. The heat entering through the left face per unit time is $-kA\theta_x(x)$, and the heat leaving through the right face is $-kA\theta_x(x+\Delta x)$. The stored heat changes at the rate $CA\Delta x\,\theta_t$, so

$$
CA\Delta x\,\theta_t=kA\left[\theta_x(x+\Delta x)-\theta_x(x)\right]+qA\Delta x .
$$

Division by $A\Delta x$ and the limit $\Delta x\to0$ give the stated equation. $\square$

The cross-section has cancelled. A thicker filament stores more heat, but it conducts and produces more heat in the same proportion.

### Lemma 2: the steady state

*The time-independent solution is $\theta_s(x)=qx(L-x)/(2k)$, with its peak $\theta_p=qL^2/(8k)$ at the centre.*

**Proof.** Setting $\theta_t=0$ gives $\theta_s''=-q/k$. Two integrations give $\theta_s=-qx^2/(2k)+c_1x+c_0$. The condition at $x=0$ gives $c_0=0$, and the condition at $x=L$ gives $c_1=qL/(2k)$. Hence $\theta_s=qx(L-x)/(2k)$. Since $x(L-x)=L^2/4-(x-L/2)^2$, the largest value is $qL^2/(8k)$, at $x=L/2$. $\square$

Let $V=\rho jL$ be the voltage across the filament. Then $q=V^2/(\rho L^2)$ and

$$
\theta_p=\frac{V^2}{8\rho k}.\tag{3}
$$

At given voltage the steady peak does not depend on the length, whereas the time needed to approach it does.

Define the deviation $\varphi=\theta_s-\theta$, which is positive where the filament is still colder than its steady state. Subtracting the heat equation from its steady form removes $q$:

$$
\varphi_t=D\varphi_{xx},\qquad \varphi(0,t)=\varphi(L,t)=0.\tag{4}
$$

For heating from rest, $\varphi(x,0)=\theta_s(x)$. The power sets the size of the deviation but does not enter its equation of motion, so it cannot alter the decay rates.

### Lemma 3: the eigenfunctions

*The nonzero real solutions of (4) that have the product form $X(x)T(t)$ are multiples of*

$$
\sin\frac{n\pi x}{L}\,e^{-\lambda_nt},\qquad \lambda_n=\frac{n^2\pi^2D}{L^2},\qquad n=1,2,3,\ldots
$$

**Proof.** Substitution gives $XT'=DX''T$. Where neither factor vanishes, division by $DXT$ gives

$$
\frac{T'}{DT}=\frac{X''}{X}=-p .
$$

The first expression depends on $t$ alone and the second on $x$ alone, so $p$ is a constant. Thus $X''=-pX$ and $T'=-pDT$, with $X(0)=X(L)=0$.

If $p=-b^2<0$, then $X=c_1\sinh bx+c_2\cosh bx$. The left end gives $c_2=0$. The right end gives $c_1\sinh bL=0$, and hence $c_1=0$. If $p=0$, then $X=c_1x+c_2$, and the two ends again force both constants to vanish. If $p=b^2>0$, then $X=c_1\sin bx+c_2\cos bx$. The left end gives $c_2=0$, and a nonzero $X$ then requires $\sin bL=0$, that is, $b=n\pi/L$. The time factor is $e^{-b^2Dt}$. $\square$

Each decay rate is $D$ times the ratio $-X''/X=n^2\pi^2/L^2$, so the sine that bends least relative to its size decays most slowly. Lemma 5 is used below to show that no deviation of any other shape decays more slowly than this one.

### Lemma 4: the parabola as a sum of sines

*For $0\le x\le L$,*

$$
x(L-x)=\frac{8L^2}{\pi^3}\sum_{n\ \mathrm{odd}}\frac{1}{n^3}\sin\frac{n\pi x}{L}.\tag{5}
$$

**The coefficients.** For positive integers $m\ne n$, the product formula for sines gives

$$
\int_0^L\sin\frac{m\pi x}{L}\sin\frac{n\pi x}{L}\,dx=\frac12\int_0^L\left[\cos\frac{(m-n)\pi x}{L}-\cos\frac{(m+n)\pi x}{L}\right]dx=0 .
$$

For $m=n$ the first cosine equals one and the integral is $L/2$. A sine expansion of $f=x(L-x)$ must therefore have coefficients $b_n=(2/L)\int_0^Lf\sin(a_nx)\,dx$ with $a_n=n\pi/L$. Integrate by parts twice. The first boundary term vanishes because $f$ is zero at the ends, and the second because the sine is. With $f''=-2$,

$$
\int_0^Lf\sin a_nx\,dx=\frac1{a_n}\int_0^Lf'\cos a_nx\,dx=\frac{2}{a_n^2}\int_0^L\sin a_nx\,dx=\frac{2[1-(-1)^n]}{a_n^3}.
$$

Hence $b_n=8L^2/(\pi^3n^3)$ for odd $n$ and $b_n=0$ for even $n$.

**Proof that the series has the stated sum.** Orthogonality fixes what the coefficients must be if an expansion exists. That the expansion reproduces the parabola needs its own argument. Let $0<y<\pi$. Since $2\sin y\cos(2m+1)y=\sin(2m+2)y-\sin2my$, the following sum telescopes:

$$
\sum_{m=0}^{N-1}\cos(2m+1)y=\frac{\sin2Ny}{2\sin y}.
$$

Integrate from $\pi/2$ to $y$. Because $\sin[(2m+1)\pi/2]=(-1)^m$,

$$
\sum_{m=0}^{N-1}\frac{\sin(2m+1)y-(-1)^m}{2m+1}=R_N(y),\qquad R_N(y)=\int_{\pi/2}^{y}\frac{\sin2Ns}{2\sin s}\,ds .
$$

Integration by parts gives

$$
R_N(y)=\left[-\frac{\cos2Ns}{4N\sin s}\right]_{\pi/2}^{y}-\frac1{4N}\int_{\pi/2}^{y}\frac{\cos2Ns\,\cos s}{\sin^2s}\,ds .
$$

On any interval $\delta\le y\le\pi-\delta$ with $0<\delta<\pi/2$ the denominators stay away from zero, so $R_N\to0$ uniformly as $N\to\infty$.

The constant sum follows from a finite geometric series:

$$
\frac{\pi}{4}=\int_0^1\frac{ds}{1+s^2}=\sum_{m=0}^{N-1}\frac{(-1)^m}{2m+1}+(-1)^N\int_0^1\frac{s^{2N}}{1+s^2}\,ds .
$$

The last integral is at most $1/(2N+1)$ and tends to zero. Therefore

$$
\sum_{m=0}^{\infty}\frac{(-1)^m}{2m+1}=\frac\pi4,\qquad \sum_{n\ \mathrm{odd}}\frac{\sin ny}{n}=\frac\pi4\quad(0<y<\pi).\tag{6}
$$

For odd $n$, $\cos(n\pi/2)=0$, so $\cos(ny)/n^2=-\int_{\pi/2}^{y}\sin(ns)/n\,ds$. Uniform convergence between $\pi/2$ and $y$ allows the sum to be integrated term by term:

$$
\sum_{n\ \mathrm{odd}}\frac{\cos ny}{n^2}=-\frac\pi4\left(y-\frac\pi2\right).
$$

The left side converges uniformly on $0\le y\le\pi$, since its terms are bounded by $1/n^2$. Both sides are continuous, so the equality includes the endpoints. A further integration from $0$ to $y$ gives

$$
\sum_{n\ \mathrm{odd}}\frac{\sin ny}{n^3}=\frac\pi4\left(\frac{\pi y}{2}-\frac{y^2}{2}\right)=\frac{\pi y(\pi-y)}8 .
$$

With $y=\pi x/L$ the right side is $\pi^3x(L-x)/(8L^2)$. Multiplication by $8L^2/\pi^3$ gives (5). $\square$

### Lemma 5: no deviation is slower

*Let $\varphi$ have a continuous derivative on $[0,L]$ and vanish at both ends. With $a=\pi/L$,*

$$
\int_0^L(\varphi')^2dx-a^2\int_0^L\varphi^2dx=\int_0^L\left[\varphi'-a\cot(ax)\,\varphi\right]^2dx\ge0.\tag{7}
$$

**Proof.** Work first on $[\epsilon,L-\epsilon]$, where the cotangent is finite. The cross term in the square is $-2a\cot(ax)\varphi\varphi'=-a\cot(ax)(\varphi^2)'$. Since $[\cot(ax)]'=-a/\sin^2(ax)$, integration by parts turns it into

$$
-\left[a\cot(ax)\varphi^2\right]_{\epsilon}^{L-\epsilon}-a^2\int_\epsilon^{L-\epsilon}\frac{\varphi^2}{\sin^2(ax)}\,dx .
$$

Near an end, $|\varphi|$ is at most a constant times the distance to that end, while the cotangent grows as the inverse distance. The boundary term therefore vanishes as $\epsilon\to0$. The terms containing $\varphi^2$ combine through

$$
a^2\cot^2(ax)-\frac{a^2}{\sin^2(ax)}=-a^2,
$$

which gives (7). $\square$

### Proof of the theorem

By (5), the initial deviation $\theta_s=qx(L-x)/(2k)$ has sine coefficients $4qL^2/(\pi^3kn^3)$ for odd $n$. Giving each sine its decay factor from Lemma 3 produces the sum in (1). For $t\ge0$ its terms are bounded by a constant times $1/n^3$, so it is continuous and has the required initial value. For $t\ge t_0>0$ the factors $e^{-\lambda_nt}$ make the differentiated series converge uniformly as well. Termwise differentiation is therefore allowed, and (1) is a solution.

Now let $\varphi$ be any solution of (4), and put $N(t)=\int_0^L\varphi^2dx$. For $t>0$,

$$
\frac{dN}{dt}=2D\int_0^L\varphi\varphi_{xx}dx=2D[\varphi\varphi_x]_0^L-2D\int_0^L\varphi_x^2dx\le-2\lambda_1N .
$$

The boundary term is zero, and the last step is (7). It follows that $e^{2\lambda_1t}N(t)$ cannot increase, so

$$
\sqrt{N(t)}\le\sqrt{N(0)}\,e^{-\lambda_1t}.\tag{8}
$$

The difference of two solutions of the heating problem obeys (4) with $N(0)=0$. By (8) it stays zero, which proves uniqueness. The first sine gives equality in (8). Its coefficient in (1) is not zero, and the next mode present decays at $9\lambda_1$. The late deviation therefore approaches $(32\theta_p/\pi^3)\sin(\pi x/L)e^{-\lambda_1t}$. $\square$

## Part II. Heating curves, an example and changed assumptions

### Symbols and results carried over

The filament has length $L$, conductivity $k$, heat capacity per volume $C$, diffusivity $D=k/C$ and resistivity $\rho$. It carries current density $j$ and is heated by $q=\rho j^2$ per volume. The rise above the sinks is $\theta$, with steady profile $\theta_s=qx(L-x)/(2k)$ and steady peak $\theta_p=qL^2/(8k)$. The deviation $\varphi=\theta_s-\theta$ obeys $\varphi_t=D\varphi_{xx}$ with zero ends. Its slowest rate is $\lambda_1=\pi^2D/L^2$, and $\tau=1/\lambda_1$ is the thermal time constant. Since $4qL^2/(\pi^3k)=32\theta_p/\pi^3$, heating from rest follows

$$
\theta=\theta_s-\frac{32\theta_p}{\pi^3}\sum_{n\ \mathrm{odd}}\frac1{n^3}\sin\frac{n\pi x}{L}\,e^{-n^2t/\tau}.\tag{9}
$$

### Corollary 1: centre and mean temperature

At the centre, $\sin(n\pi/2)=(-1)^m$ for $n=2m+1$. Hence

$$
\frac{\theta(L/2,t)}{\theta_p}=1-\frac{32}{\pi^3}\sum_{m=0}^{\infty}\frac{(-1)^m}{(2m+1)^3}e^{-(2m+1)^2t/\tau}.\tag{10}
$$

For the mean over the length, $L^{-1}\int_0^L\sin(n\pi x/L)\,dx=2/(n\pi)$ for odd $n$. The steady mean is

$$
\frac{q}{2kL}\int_0^Lx(L-x)\,dx=\frac{q}{2kL}\,\frac{L^3}{6}=\frac{qL^2}{12k}=\frac23\theta_p .
$$

Averaging (9) and dividing by this value gives the prefactor $(64/\pi^4)(3/2)=96/\pi^4$, so

$$
\frac{\bar\theta(t)}{2\theta_p/3}=1-\frac{96}{\pi^4}\sum_{n\ \mathrm{odd}}\frac{e^{-n^2t/\tau}}{n^4}.\tag{11}
$$

The mean matters for the resistance when the resistivity depends weakly on temperature. The centre matters for a process that starts at the hottest place. The two have the same final rate but different curves.

**Late times.** The terms in (10) alternate in sign and decrease in size. Keeping the first mode therefore makes an error, relative to $\theta_p$, of at most $(32/27\pi^3)e^{-9t/\tau}$. In this approximation the centre reaches 90% of its steady rise when $(32/\pi^3)e^{-t/\tau}=0.1$, that is, at

$$
t_{90}=\tau\ln\frac{320}{\pi^3}.\tag{12}
$$

For ideal end sinks, this part has proved that the slowest thermal rate is $\pi^2D/L^2$ and has derived the heating curves of the centre and the mean, with the late-time approximation for the centre. What remains is the early-time heating, the question of which disturbances contain the slowest mode, a worked example, and the effects of temperature-dependent resistivity, side loss and imperfect end contacts.
